# A failing check and its repair

Subject: Overlap-Derivative Terms in the Nuclear Coupled-Perturbed Kohn–Sham Equations.

```python
"""
Result under test: nuclear coupled-perturbed equations in a moving basis.
  U + U^T + S1 = 0, where dC/dX = C U and S1 = C^T (dS/dX) C
  sum_bj [(e_a-e_i) delta + 4 K_ai,bj] U_bj
      = -[Fx_ai - e_i S1_ai - 2 sum_jk K_ai,jk S1_jk]
i,j,k: occupied orbitals; a,b: virtual orbitals; e: orbital energies.
Fx: derivative of the Kohn-Sham matrix F at fixed AO density matrix P.
K: Hartree, local exchange-correlation and exact-exchange kernel.
Model: one dimension, Rydberg units, two centres, four electrons.
Local model energy density: -A n^2/(1+n), n in 1/bohr, A in Ry.
The reference derivatives come from separately converged SCF solutions.
"""
from types import SimpleNamespace
import numpy as np
from scipy.linalg import eigh
from scipy import constants as const

charges = np.array([3.0, 1.0])
centres0 = np.array([-1.2, 1.2])
exponents = [0.25, 1.0]
exact_fraction = 0.25
local_strength = 0.5
n_electrons = 4
nocc = n_electrons // 2
x = np.linspace(-12.0, 12.0, 601)
dx = x[1] - x[0]
W = 2.0 / np.sqrt((x[:, None] - x[None, :])**2 + 1.0)
owner = np.repeat([0, 1], 2 * len(exponents))
nb = len(owner)


def v_local(n):
    return -local_strength * (1.0 - 1.0 / (1.0 + n)**2)


def f_local(n):
    return -2.0 * local_strength / (1.0 + n)**3


def build(centres):
    """Basis functions and integrals for given centre positions."""
    phi, d1, d2 = [], [], []
    for X in centres:
        u = x - X
        for al in exponents:
            g = (2 * al / np.pi)**0.25 * np.exp(-al * u**2)
            phi.append(g)
            d1.append(-2 * al * u * g)
            d2.append((4 * al**2 * u**2 - 2 * al) * g)
            g = np.sqrt(4 * al) * g
            phi.append(u * g)
            d1.append((1 - 2 * al * u**2) * g)
            d2.append((4 * al**2 * u**3 - 6 * al * u) * g)
    m = SimpleNamespace(phi=np.array(phi), d1=np.array(d1), d2=np.array(d2))
    m.centres = np.array(centres)
    m.S = m.phi @ m.phi.T * dx
    m.T = m.d1 @ m.d1.T * dx
    m.pair = (m.phi[:, None, :] * m.phi[None, :, :]).reshape(nb * nb, -1)
    m.vnuc = sum(-2 * Z / np.sqrt((x - X)**2 + 1)
                 for Z, X in zip(charges, centres))
    m.eri = (m.pair @ W @ m.pair.T * dx**2).reshape(nb, nb, nb, nb)
    return m


def potential(m, P):
    n = P.ravel() @ m.pair
    return n, m.vnuc + W @ n * dx + v_local(n)


def fock(m, P):
    n, v = potential(m, P)
    exchange = np.einsum('ls,mlns->mn', P, m.eri)
    return (m.T + (m.pair @ v * dx).reshape(nb, nb)
            - 0.5 * exact_fraction * exchange)


def scf(m, P=None):
    """Damped self-consistency; returns energies, coefficients, P."""
    if P is None:
        core = m.T + (m.pair @ m.vnuc * dx).reshape(nb, nb)
        C = eigh(core, m.S)[1]
        P = 2 * C[:, :nocc] @ C[:, :nocc].T
    for _ in range(3000):
        e, C = eigh(fock(m, P), m.S)
        P_new = 2 * C[:, :nocc] @ C[:, :nocc].T
        change = np.abs(P_new - P).max()
        if change < 1e-11:
            return e, C, P_new
        P = P + 0.3 * (P_new - P)
    raise RuntimeError("SCF not converged, last change %g" % change)


def skeleton(m, P, k):
    """Analytic overlap, Fock and position derivatives at fixed P."""
    moves = (owner == k)[:, None]
    phiX, d1X = -moves * m.d1, -moves * m.d2
    pairX = phiX[:, None, :] * m.phi[None, :, :]
    pairX = (pairX + pairX.transpose(1, 0, 2)).reshape(nb * nb, -1)
    TX = d1X @ m.d1.T * dx
    TX = TX + TX.T
    u = x - m.centres[k]
    vnucX = -2 * charges[k] * u / (u**2 + 1)**1.5
    n, v = potential(m, P)
    nX = P.ravel() @ pairX
    vX = vnucX + W @ nX * dx + f_local(n) * nX
    eriX = pairX @ W @ m.pair.T * dx**2
    eriX = (eriX + eriX.T).reshape(nb, nb, nb, nb)
    FX = (TX + ((pairX @ v + m.pair @ vX) * dx).reshape(nb, nb)
          - 0.5 * exact_fraction * np.einsum('ls,mlns->mn', P, eriX))
    SX = (pairX.sum(axis=1) * dx).reshape(nb, nb)
    DX = (pairX @ x * dx).reshape(nb, nb)
    return SX, FX, DX


ref = build(centres0)
eps, C, P = scf(ref)
C = C * np.sign(C[np.abs(C).argmax(axis=0), np.arange(nb)])
o, v = slice(0, nocc), slice(nocc, nb)
nvir = nb - nocc
position = (ref.pair @ x * dx).reshape(nb, nb)

# Response kernel in the orbital basis
orb = C.T @ ref.phi
opair = (orb[:, None, :] * orb[None, :, :]).reshape(nb * nb, -1)
density = potential(ref, P)[0]
G = (opair @ W @ opair.T * dx**2).reshape(nb, nb, nb, nb)
K = G + ((opair * f_local(density)) @ opair.T * dx).reshape(G.shape)
K = K - 0.25 * exact_fraction * (np.einsum('prqs->pqrs', G)
                                 + np.einsum('psqr->pqrs', G))
gaps = eps[v, None] - eps[None, o]
A = np.diag(gaps.ravel()) + 4 * K[v, o, v, o].reshape(nvir * nocc, -1)
assert np.linalg.eigvalsh(A).min() > 0


def respond(S1, F1x, energy_term=True, density_term=True, occ_density=True):
    """Solve for U_ai and form the orbital-basis density response."""
    parts = [F1x[v, o], -eps[None, o] * S1[v, o],
             -2 * np.einsum('aijk,jk->ai', K[v, o, o, o], S1[o, o])]
    b = parts[0] + energy_term * parts[1] + density_term * parts[2]
    Uvo = np.linalg.solve(A, -b.ravel()).reshape(nvir, nocc)
    P1 = np.zeros((nb, nb))
    P1[v, o] = 2 * Uvo
    P1[o, v] = 2 * Uvo.T
    if occ_density:
        P1[o, o] = -2 * S1[o, o]
    return Uvo, P1, parts, b


# Five-point differences of frozen-P matrices and converged solutions
step = 0.005
weights = {-2: 1.0, -1: -8.0, 1: 8.0, 2: -1.0}
variants = {"full": (True, True, True),
            "no -e_i S1": (False, True, True),
            "no -2 K S1": (True, False, True),
            "no S1 response": (False, False, False)}
results = []
for k in (0, 1):
    fd = dict(S=0, F=0, C=0, P=0, e=0, D=0)
    for j, w in weights.items():
        moved = centres0.copy()
        moved[k] += j * step
        m = build(moved)
        e_j, C_j, P_j = scf(m, P)
        C_j = C_j * np.sign(np.diag(C.T @ ref.S @ C_j))
        D_j = (P_j.ravel() @ m.pair) @ x * dx
        values = dict(S=m.S, F=fock(m, P), C=C_j, P=P_j, e=e_j, D=D_j)
        for key in fd:
            fd[key] = fd[key] + w * values[key] / (12 * step)
    SX, FX, DX = skeleton(ref, P, k)
    S1, F1x = C.T @ SX @ C, C.T @ FX @ C
    Uvo, P1, parts, b = respond(S1, F1x)
    F1 = F1x + np.einsum('pqrs,rs->pq', K, P1)
    denominator = eps[None, :] - eps[:, None] + np.eye(nb)
    U = (F1 - S1 * eps[None, :]) / denominator
    np.fill_diagonal(U, -0.5 * np.diag(S1))
    slopes = np.diag(F1) - eps * np.diag(S1)
    U_fd = C.T @ ref.S @ fd["C"]
    charge, leak = {}, {}
    for name, flags in variants.items():
        P1v = respond(S1, F1x, *flags)[1]
        P1ao = C @ P1v @ C.T
        charge[name] = charges[k] - np.sum(P1ao * position) - np.sum(P * DX)
        leak[name] = np.sum(P1ao * ref.S) + np.sum(P * SX)
    err = dict(S=np.abs(SX - fd["S"]).max(),
               F=np.abs(FX - fd["F"]).max(),
               ortho=np.abs(U_fd + U_fd.T + S1).max(),
               Uvo=np.abs(Uvo - U_fd[v, o]).max(),
               U=np.abs(U - U_fd).max(),
               P=np.abs(C @ P1 @ C.T - fd["P"]).max(),
               e=np.abs(slopes - fd["e"]).max(),
               Z=abs(charge["full"] - (charges[k] - fd["D"])))
    for key, value in err.items():
        assert value < (1e-7 if key in "SF" else 2e-6), (k, key, value)
    # Canonical and symmetric occupied blocks give the same density block
    assert np.allclose(2 * (U_fd + U_fd.T)[o, o], P1[o, o], atol=2e-6)
    for name in ("full", "no -e_i S1", "no -2 K S1"):
        assert abs(leak[name]) < 1e-9
    spurious = 2 * np.trace(S1[o, o])
    assert abs(leak["no S1 response"] - spurious) < 1e-9
    assert abs(spurious) > 1e-3
    for name in list(variants)[1:]:
        assert abs(charge[name] - (charges[k] - fd["D"])) > 1e-3, name
    results.append(SimpleNamespace(S1=S1, F1x=F1x, U=U, U_fd=U_fd, Uvo=Uvo,
                                   parts=parts, b=b, slopes=slopes, fd=fd,
                                   charge=charge, leak=leak, err=err))

left, right = results
assert np.abs(left.Uvo + right.Uvo).max() < 1e-7
assert np.abs(left.slopes + right.slopes).max() < 1e-7
for name in variants:
    assert abs(left.charge[name] + right.charge[name]) < 1e-7

print("centre charges Z_A, Z_B (e):", charges)
print("centre positions (bohr):", centres0)
print("Gaussian exponents (bohr^-2):", exponents)
print("basis functions, electrons:", nb, n_electrons)
print("exact-exchange fraction:", exact_fraction)
print("local strength A (Ry):", local_strength)
print("grid spacing, difference step (bohr): %.3f %.3f" % (dx, step))
for p in range(4):
    print("orbital energy %d (Ry): %.6f" % (p + 1, eps[p]))
print("smallest eigenvalue of response matrix (Ry): %.6f"
      % np.linalg.eigvalsh(A).min())
print("Below: centre B moves, orbitals numbered from 1")
for p, q in ((0, 0), (0, 1), (1, 1), (2, 1)):
    print("S1_%d%d (1/bohr): %.6f" % (p + 1, q + 1, right.S1[p, q]))
print("SCF differences U_32, U_23 (1/bohr): %.6f %.6f"
      % (right.U_fd[2, 1], right.U_fd[1, 2]))
print("their sum plus S1_32 (1/bohr): %.1e"
      % (right.U_fd[2, 1] + right.U_fd[1, 2] + right.S1[2, 1]))
for label, part in zip(("Fx_32", "-e_2 S1_32", "-2 (K S1)_32"), right.parts):
    print("%s (Ry/bohr): %.6f" % (label, part[0, 1]))
print("bracket total for 32 (Ry/bohr): %.6f" % right.b[0, 1])
print("U_32 without coupling 4K (1/bohr): %.6f"
      % (-right.b[0, 1] / gaps[0, 1]))
print("U_32 from coupled equations (1/bohr): %.6f" % right.Uvo[0, 1])
print("canonical U_12, U_21 (1/bohr): %.6f %.6f"
      % (right.U[0, 1], right.U[1, 0]))
print("symmetric U_12 = U_21 (1/bohr): %.6f" % (-0.5 * right.S1[0, 1]))
to_eV_A = (const.value("Rydberg constant times hc in eV")
           / (const.value("Bohr radius") * 1e10))
print("slope of orbital energy 2 (Ry/bohr): %.6f" % right.slopes[1])
print("same slope (eV/angstrom): %.5f" % (right.slopes[1] * to_eV_A))
print("same slope, SCF differences (Ry/bohr): %.6f" % right.fd["e"][1])
print("dynamical charge B, SCF differences (e): %.6f"
      % (charges[1] - right.fd["D"]))
for name in variants:
    print("dynamical charge B, %s (e): %.6f" % (name, right.charge[name]))
print("electron-number error, no S1 response (1/bohr): %.6f"
      % right.leak["no S1 response"])
print("largest A+B charge sum, all variants (e): %.1e"
      % max(abs(left.charge[q] + right.charge[q]) for q in variants))
units = dict(S="1/bohr", F="Ry/bohr", ortho="1/bohr", Uvo="1/bohr",
             U="1/bohr", P="1/bohr", e="Ry/bohr", Z="e")
for key, unit in units.items():
    print("max error %s, both centres (%s): %.1e"
          % (key, unit, max(r.err[key] for r in results)))
print("OK")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 169, in <module>
    SX, FX, DX = skeleton(ref, P, k)
                 ^^^^^^^^^^^^^^^^^^^
  File "check.py", line 96, in skeleton
    phiX, d1X = -moves * m.d1, -moves * m.d2
                ^^^^^^
TypeError: The numpy boolean negative, the `-` operator, is not supported, use the `~` operator or the logical_not function instead.
```

Likely cause: The program stopped before any test of the derivative formulas because the mask marking the functions on the moving centre was a boolean array, and numpy does not allow a minus sign on booleans. The mask is now converted to floating-point numbers, so the derivative of a basis function with respect to its centre is minus its derivative in x, as intended. The physics, the tested quantities and all tolerances are unchanged.

Repair:

```diff
@@ -93,5 +93,5 @@
 def skeleton(m, P, k):
     """Analytic overlap, Fock and position derivatives at fixed P."""
-    moves = (owner == k)[:, None]
+    moves = (owner == k).astype(float)[:, None]
     phiX, d1X = -moves * m.d1, -moves * m.d2
     pairX = phiX[:, None, :] * m.phi[None, :, :]
```

Output now:

```
centre charges Z_A, Z_B (e): [3. 1.]
centre positions (bohr): [-1.2  1.2]
Gaussian exponents (bohr^-2): [0.25, 1.0]
basis functions, electrons: 8 4
exact-exchange fraction: 0.25
local strength A (Ry): 0.5
grid spacing, difference step (bohr): 0.040 0.005
orbital energy 1 (Ry): -1.319340
orbital energy 2 (Ry): -0.094445
orbital energy 3 (Ry): 0.694824
orbital energy 4 (Ry): 1.202556
smallest eigenvalue of response matrix (Ry): 1.375493
Below: centre B moves, orbitals numbered from 1
S1_11 (1/bohr): -0.056042
S1_12 (1/bohr): 0.028180
S1_22 (1/bohr): -0.548743
S1_32 (1/bohr): -0.018900
SCF differences U_32, U_23 (1/bohr): -0.146431 0.165331
their sum plus S1_32 (1/bohr): 1.8e-10
Fx_32 (Ry/bohr): 0.270666
-e_2 S1_32 (Ry/bohr): -0.001785
-2 (K S1)_32 (Ry/bohr): -0.041790
bracket total for 32 (Ry/bohr): 0.227090
U_32 without coupling 4K (1/bohr): -0.287722
U_32 from coupled equations (1/bohr): -0.146431
canonical U_12, U_21 (1/bohr): 0.072281 -0.100461
symmetric U_12 = U_21 (1/bohr): -0.014090
slope of orbital energy 2 (Ry/bohr): 0.010297
same slope (eV/angstrom): 0.26476
same slope, SCF differences (Ry/bohr): 0.010297
dynamical charge B, SCF differences (e): -0.543013
dynamical charge B, full (e): -0.543013
dynamical charge B, no -e_i S1 (e): -1.125968
dynamical charge B, no -2 K S1 (e): -0.761050
dynamical charge B, no S1 response (e): -1.191143
electron-number error, no S1 response (1/bohr): -1.209571
largest A+B charge sum, all variants (e): 5.3e-15
max error S, both centres (1/bohr): 7.3e-11
max error F, both centres (Ry/bohr): 1.9e-09
max error ortho, both centres (1/bohr): 2.8e-08
max error Uvo, both centres (1/bohr): 1.5e-10
max error U, both centres (1/bohr): 2.8e-08
max error P, both centres (1/bohr): 7.7e-09
max error e, both centres (Ry/bohr): 1.4e-09
max error Z, both centres (e): 2.1e-12
OK
```
